\section*{Least-roughness star interpolation of band energies and its ringing at crossings}

\section{Definitions and conventions}

The lattice is simple cubic with constant $a$ and the full group of 48 point operations. Wavevectors are written as phases $\boldsymbol\theta=\mathbf k a$, and $\mathbf R$ is a lattice vector in units of $a$. The band energy is known on a uniform mesh with $n$ divisions per axis, $\Gamma$ included. The mesh step is $h=2\pi/n$, and $P$ mesh points $\boldsymbol\theta_i$ are inequivalent by symmetry.

A star is a set of $N_m$ vectors related by the group. Its function is the average
\begin{equation}
S_m(\boldsymbol\theta)=\frac1{N_m}\sum_{\mathbf R\in m}e^{i\boldsymbol\theta\cdot\mathbf R},\qquad S_0=1 ,
\end{equation}
which is real because the group contains inversion. The interpolant is
\begin{equation}
f(\boldsymbol\theta)=\sum_{m=0}^{M-1}c_mS_m(\boldsymbol\theta)=\sum_{\mathbf R}f_{\mathbf R}e^{i\boldsymbol\theta\cdot\mathbf R},\qquad f_{\mathbf R}=c_m/N_m .
\end{equation}
Bands are numbered by energy at each $\mathbf k$, so each sorted band has the full symmetry. Where two bands cross, the sorted band has a kink. Its slope jump $J$ is the slope after the crossing minus the slope before it, in eV per radian.

\section{What goes wrong with as many stars as points}

The naive scheme takes $M=P$ and solves $f(\boldsymbol\theta_i)=E_i$. Nothing is left free to control $f$ between the points. One dimension shows the cost. On the mesh, $R$ and $R+pn$ (integer $p$) give the same phase factors: they are aliases. The naive scheme gives the whole coefficient of each alias class to its shortest member. In three dimensions the $P$ shortest stars may include aliases of one another, and the equations are then singular; the scheme works only with one star from each set of aliases.

Let the mesh be fine enough that one kink can be treated alone, with data $f_j=\tfrac12Jh|j|$. The second difference $f_{j+1}-2f_j+f_{j-1}$ is $Jh$ at $j=0$ and zero elsewhere. For a wave $e^{i\varphi j}$ the second difference multiplies by $2\cos\varphi-2=-1/w$, with
\begin{equation}
w(\varphi)=\frac1{4\sin^2(\varphi/2)} .
\end{equation}
The data therefore have the spectrum $F=-Jhw$. With $s=x/h$, two derivatives of the naive interpolant bring down $-\varphi^2$:
\begin{equation}
\frac{d^2f}{ds^2}=Jh\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,\varphi^2w(\varphi)e^{i\varphi s}
\simeq \frac{\pi Jh}{4}\,\frac{\sin\pi s}{s}.
\end{equation}
The last form is the end-point term of an integration by parts at large $s$, where $\varphi^2w=\pi^2/4$ at $\varphi=\pm\pi$. The true function has no curvature there, so this is the curvature of the error. Integrating twice divides by $-\pi^2$ to leading order, and the zeros at mesh points exclude an added straight line:
\begin{equation}
f-f_{\rm true}\simeq-\frac{Jh}{4\pi}\frac{\sin\pi s}{s}.
\end{equation}
The ringing dies only as the inverse distance. The cause is the sharp edge at $|\varphi|=\pi$: all weight sits on one side of it. The cure is to admit more stars than points and let the aliases share the weight smoothly.

\section{The least-roughness interpolant}

With $M>P$, and with every alias class represented, many expansions fit the data. We choose the one that minimises
\begin{equation}
\mathcal R=\sum_{\mathbf R\ne0}\rho_{\mathbf R}|f_{\mathbf R}|^2
=\sum_{m>0}N_m\rho_m\Big(\frac{c_m}{N_m}\Big)^2=\sum_{m>0}\frac{\rho_mc_m^2}{N_m}.
\end{equation}
The factor $1/N_m$ follows from defining $S_m$ as an average; omitting it defines another functional. The constant is not penalised. The weight used below is
\begin{equation}
\rho_{\mathbf R}=\left(1-\tfrac34R^2\right)^2+\tfrac34R^6 .
\end{equation}
Since $\nabla^2$ multiplies a plane wave by $-R^2$, apart from the constant term $\mathcal R$ is the zone average of $|f+\tfrac34\nabla^2f|^2$ plus $\tfrac34$ of the summed squares of all third derivatives.

Attach a multiplier $\lambda_i$ to each mesh value and make
\begin{equation}
\tfrac12\sum_{m>0}\frac{\rho_mc_m^2}{N_m}-\sum_i\lambda_i\Big[\sum_mc_mS_m(\boldsymbol\theta_i)-E_i\Big]
\end{equation}
stationary. The derivatives with respect to $c_m$ ($m>0$) and $c_0$ give
\begin{equation}
c_m=\frac{N_m}{\rho_m}\sum_i\lambda_iS_m(\boldsymbol\theta_i),\qquad \sum_i\lambda_i=0 .
\label{coef}
\end{equation}
Inserting $c_m$ in the constraints leaves $P+1$ linear equations:
\begin{equation}
\sum_jK_{ij}\lambda_j+c_0=E_i,\quad \sum_j\lambda_j=0,\quad
K_{ij}=\sum_{m>0}\frac{N_m}{\rho_m}S_m(\boldsymbol\theta_i)S_m(\boldsymbol\theta_j).
\end{equation}

They have one solution if the star set contains a member of every alias class, so that any symmetric mesh data can be represented. To see this, set $E_i=0$, multiply the first equation by $\lambda_i$ and sum. The $c_0$ term drops out and
\begin{equation}
0=\sum_{m>0}\frac{N_m}{\rho_m}\Big[\sum_i\lambda_iS_m(\boldsymbol\theta_i)\Big]^2 .
\end{equation}
Every bracket vanishes, and so does the one for $m=0$. The vector $\lambda$ is then orthogonal to all representable data, hence zero, and $c_0=0$ follows.

The solution is the minimum. Let $d_m$ be any change that vanishes on the mesh. By (\ref{coef}) the cross term in $\mathcal R$ is twice
\begin{equation}
\sum_{m>0}\frac{\rho_mc_md_m}{N_m}=\sum_i\lambda_i\sum_{m>0}S_m(\boldsymbol\theta_i)d_m=-d_0\sum_i\lambda_i=0 .
\end{equation}
Thus $\mathcal R[c+d]=\mathcal R[c]+\mathcal R[d]$, which exceeds $\mathcal R[c]$ unless $d=0$.

\subsection{How aliases share the weight}

The same problem can be posed on the full mesh without imposing symmetry. Its minimiser is unique. Rotating it gives another minimiser, because data and roughness are invariant, so it is symmetric and equals the star solution. On the full mesh the constraints separate: in each alias class the $f_{\mathbf R}$ must add up to the discrete Fourier coefficient $F$ of the data. Stationarity makes $\rho_{\mathbf R}f_{\mathbf R}$ the same for all members, so
\begin{equation}
f_{\mathbf R}=F\,\frac{1/\rho_{\mathbf R}}{\sum_{\mathbf R'}1/\rho_{\mathbf R'}} .
\label{share}
\end{equation}
In the class of $\mathbf R=0$ the unpenalised constant takes everything. Near the edge, where two aliases have similar length, they now share almost equally.

\section{What remains at a kink}

\subsection{Curvature weight}

Take one dimension, $\rho=R^4$ and an unlimited set of $R$. Then $\mathcal R$ is the average of $|f''|^2$. For any $\eta$ that vanishes at the mesh points, $\int f''\eta''=0$. Two integrations by parts in each cell show that $f''''=0$ inside cells and that $f''$ is continuous: $f$ is the periodic cubic spline. Let $M_j$ be $f''$ at point $j$. In cell $j$, with $0\le s\le1$, $f''=(1-s)M_j+sM_{j+1}$, and integrating twice with the end values fixed gives
\begin{equation}
f=(1-s)f_j+sf_{j+1}-\tfrac{h^2}{6}s(1-s)\left[(2-s)M_j+(1+s)M_{j+1}\right].
\label{cell}
\end{equation}
The slope at point $j$ must agree from both sides:
\begin{equation}
\frac{f_j-f_{j-1}}h+\frac h6(M_{j-1}+2M_j)=\frac{f_{j+1}-f_j}h-\frac h6(2M_j+M_{j+1}),
\end{equation}
that is,
\begin{equation}
M_{j-1}+4M_j+M_{j+1}=\frac6{h^2}(f_{j+1}-2f_j+f_{j-1}).
\end{equation}

For an isolated kink on a mesh point the right side is $6J/h$ at $j=0$ and zero elsewhere. The decaying solution is $M_j=M_0z^{|j|}$ with $z^2+4z+1=0$, so $z=-2+\sqrt3\approx-0.268$. At $j=0$, $(4+2z)M_0=2\sqrt3M_0=6J/h$, hence $M_0=\sqrt3J/h$. The true function is straight in each cell, so the last term of (\ref{cell}) is the error. In the first cell its bracket is $M_0[(2+z)-(1-z)s]=M_0\sqrt3\,(1-qs)$ with $q=\sqrt3-1$, and
\begin{equation}
e(s)=-\tfrac12Jh\,s(1-s)(1-qs).
\end{equation}
Its largest size is $0.085|J|h$. Each further cell repeats the shape multiplied by $z$. In the fifth cell the error is about $0.085\,z^4|J|h\approx0.0004|J|h$, against about $0.018|J|h$ at the middle of that cell in the naive scheme.

The slope error is
\begin{equation}
\frac{de}{dx}=-\frac J2\left[1-2\sqrt3\,s+3qs^2\right].
\end{equation}
The bracket is least at $s=\sqrt3/(3q)\approx0.79$, where it equals $1-1/q=-(\sqrt3-1)/2$. The slope therefore overshoots by
\begin{equation}
\frac{\sqrt3-1}{4}J\approx0.183J ,
\label{over}
\end{equation}
with no factor of $h$. Refinement shrinks the energy error and narrows the damaged region, but the false velocity stays. If the true slope beyond the kink is opposite in sign to $J$ and smaller in size than (\ref{over}), the interpolant turns over: it has a false extremum for every sufficiently small $h$ that keeps the kink on a mesh point.

A kink in the middle of a cell is worse in energy. The second difference is then $Jh/2$ at both ends. Superposing two responses gives end curvatures $M=(\sqrt3J/2h)(1+z)=(3-\sqrt3)J/(2h)$. At mid-cell the straight-line part is $Jh/4$, the curvature part is $-h^2M/8$ and the true value is zero, so the error is
\begin{equation}
\frac{Jh}4-\frac{(3-\sqrt3)Jh}{16}=\frac{1+\sqrt3}{16}Jh\approx0.171Jh .
\end{equation}

\subsection{Sixth-power weight}

On a fine mesh the shares near the zone edge involve $R\sim n/2$, where the $R^6$ term dominates $\rho$. By (\ref{share}) the spectrum times $\rho$ is then proportional to $F/D$, with $D=\sum_p(\varphi+2\pi p)^{-6}$. This is periodic in $\varphi$, so the sixth derivative of the interpolant consists of point sources on the mesh points. Their strengths are the Fourier coefficients of $F/D$, and shifting the integration path into the complex plane shows that they decay at a rate set by the nearest zero of $D$.

To find it, start from $\sum_p(\varphi+2\pi p)^{-2}=w$. Direct differentiation gives $w''=6w^2-w$ and $w'^2=4w^3-w^2$. Then
\begin{align}
w''''&=12(w'^2+ww'')-w''=120w^3-30w^2+w,\\
D&=\frac{w''''}{120}=w^3\Big[1-\frac1{4w}+\frac1{120w^2}\Big]
=\frac{w^3}{30}\left(c^2+13c+16\right),
\end{align}
where $c=\cos\varphi$ and $1/w=2-2c$. The relevant root is $c=(-13+\sqrt{105})/2\approx-1.377$. With $z=e^{i\varphi}$ and $z+1/z=2c$, the root inside the unit circle is $z\approx-0.431$. Penalising a higher derivative makes the ringing last longer. For the full weight $\rho$, evaluating (\ref{share}) for $|\sin(\theta/2)|$ with $n=128$ gives a first-cell error of $0.091|J|h$ and a slope overshoot of $0.198J$, both somewhat larger than for the curvature weight.

\subsection{When a gap restores convergence}

If a coupling opens a gap $g$, the lower band near the crossing is a smooth part minus $\tfrac12\sqrt{J^2\kappa^2+g^2}$, with $\kappa$ the phase measured from the crossing. The square root is singular at $\kappa=\pm ig/|J|$, so its Fourier coefficients fall as $e^{-Rg/|J|}$ apart from a power of $R$. The longest vector the mesh resolves is $R=n/2$. The exponent reaches one there when
\begin{equation}
n\approx 2|J|/g .
\label{need}
\end{equation}
This marks the onset of fast convergence; it does not guarantee an accuracy. On much coarser meshes the rounding is not resolved and the band behaves nearly as if it had a kink.

\section{A conduction-band example}

Three $t_{2g}$ orbitals on a simple cubic lattice, labelled by the axis $i$ normal to the plane of the orbital, have bands
\begin{equation}
E_i=2t_1(2-c_j-c_l)+2t_2(1-c_i)+4t_3(1-c_jc_l),\quad c_i=\cos\theta_i ,
\end{equation}
where $j,l$ are the other two axes. We take $a=0.39$ nm, $t_1=0.30$, $t_2=0.03$ and $t_3=0.08$ eV, rough values in the regime of cubic SrTiO$_3$. Subtraction gives
\begin{equation}
E_x-E_y=(c_x-c_y)\left[2(t_1-t_2)+4t_3c_z\right].
\end{equation}
The bracket is at least $0.54-0.32=0.22$ eV, so the lowest band belongs to the axis with the largest $|\theta_i|$, and it has kinks where the two largest are equal.

Follow $\theta_x$ from $0$ to $\pi$ at $\theta_y=\pi/2$, $\theta_z=0$. Before $\theta_x=\pi/2$ the lowest band is $E_y$, with slope $(2t_1+4t_3)\sin\theta_x=0.92\sin\theta_x$ eV. Beyond it the band is $E_x$, with slope $2t_2\sin\theta_x=0.06\sin\theta_x$ eV. Hence $J=0.06-0.92=-0.86$ eV per radian. The slope ahead is $0.07|J|$, well below the overshoot, so a false maximum is expected.

The stars extend to the integer part of $1.35n$, that is $R\le10$, $21$ and $32$ for the three meshes, and the bordered system is solved directly. The crossing lies on a mesh point for each $n$ used:
\begin{center}
\begin{tabular}{rrrrrr}
$n$ & $P$ & $M$ & error (meV) & hump (meV) & $v$ (km/s)\\
8 & 35 & 143 & 58.1 & 34.2 & $-60$\\
16 & 165 & 1035 & 28.9 & 15.5 & $-56$\\
24 & 455 & 3364 & 19.4 & 10.2 & $-56$
\end{tabular}
\end{center}
The error is the largest on the line, relative to the model band. The hump is the height of the interpolant in the first cell past the crossing above the next mesh value. It is wholly spurious, since the true band rises through that cell. The last column is the lowest group velocity in the same cell. Mesh energies are reproduced to better than $10^{-11}$ eV, which says nothing about the error between them.

For $n=16$, $|J|h=0.860\times0.393=0.338$ eV, so the error is $0.086|J|h$; the other meshes give the same factor. The slope overshoot is $0.18J$ on all three. The constants $0.091$ and $0.198$ found above for this weight do not apply here, mainly because the crossing plane lies at $45^\circ$ to the line, which changes how the aliases share the weight. Stopping the stars near $R=1.3n$ matters less.

The velocity is $v=(a/\hbar)\,dE/d\theta_x$, with $a/\hbar=593$ km/s per eV. For $n=24$ the overshoot contributes $-0.1785\times0.860\times593\approx-91$ km/s. Added to a true velocity near $+35$ km/s this gives $-56$ km/s. The carrier appears to move backwards, and tripling the number of divisions per axis hardly changes that.

For $n=24$ the signed error peaks in the first four cells past the crossing are $19.3$, $-4.5$, $0.4$ and $0.4$ meV. The first change of sign agrees with the one-dimensional picture; the later peaks do not alternate regularly. No simple decay factor should be read from this line.

\subsection{The crossing as the cause}

The interpolant is linear in its data. The errors of the three sorted bands therefore add up to three times the error of their mean, which is a smooth function. For $n=16$ the mean band has a largest error of $0.0004$ meV on the line, against $28.9$ meV for the lowest band. The sorted bands ring in ways that cancel in the sum.

Labelling gives a second comparison. With $n=8$ and the same weight and range of $\mathbf R$, each orbital band can be interpolated through (\ref{share}) without cubic symmetry, and the lowest of the three taken afterwards. At 400 random points the largest error is $0.17$ meV, against $84$ meV when the energies are sorted first. Following orbital character thus removes the ringing in this model, where the labels are unambiguous. Where orbitals mix, a label that switches abruptly would bring a discontinuity back.

Over the whole zone, 3000 random points with $n=16$ give a root-mean-square error of $14$ meV within $0.5h$ of a crossing plane of the lowest band and $0.9$ meV beyond $2h$. Here distance is the difference of the two largest $|\theta_i|$ divided by $\sqrt2$.

\subsection{The model beside the real crystal}

Crossings over whole planes require orbitals that do not mix, and real SrTiO$_3$ breaks this assumption. Consider first an inter-orbital term $4t'\sin\theta_i\sin\theta_j$ with a rough $t'=0.02$ eV. At $\theta_x=\theta_y=\theta$ and $\theta_z=0$ it splits the pair by $g=8t'\sin^2\theta$, which is $160$ meV at the crossing studied. Equation (\ref{need}) gives $n\approx2\times0.86/0.16\approx11$. The largest line errors become $18.7$, $2.7$ and $0.36$ meV for $n=8$, $16$ and $24$: over these three meshes they fall much faster than $h$. The fast fall does not continue: at $n=32$ the error is still $0.28$ meV. Towards $\Gamma$ with $\theta_z=0$, $J$ falls as $\sin\theta$ but $g$ as $\sin^2\theta$, so with this coupling alone the required $n$ grows as $11/\sin\theta$. Lightly doped carriers sit in that region, and the good result at $\theta=\pi/2$ does not cover them.

Spin--orbit coupling alone, with a rough strength of $0.02$ eV, opens a gap of $19.6$ meV, for which (\ref{need}) asks for $n\approx88$. The errors are $51$, $22$ and $13$ meV. They lie below the kink values although the rounding, about $g/|J|=0.02$ rad wide, is far narrower than $h=0.26$ rad at $n=24$. The mesh point on the crossing is lowered by about $g/2$, and this pulls down an interpolant that was too high beside it. The reduction is not a sign of resolution.

The crossing studied lies $0.98$ eV above the band minimum, far beyond the reach of lightly doped carriers, so its errors show the mechanism and are not an estimate for transport. In the uncoupled model with $n=16$, however, errors of about $20$ meV also occur within $0.1$ eV of the minimum, and these are comparable with the thermal energy of $26$ meV at 300 K. Lattice polarisation, electron correlation beyond a band picture and the low-temperature distortion of the crystal are left out, and the two couplings were not combined.

\section{Using the scheme}

Mesh residuals cannot reveal the ringing, because they vanish by construction. Freshly calculated energies inside the cells next to a suspected crossing can. If halving $h$, with the crossing at the same position relative to the mesh, halves the energy error but leaves the velocity error unchanged, the mesh sees a kink. If both fall rapidly, the gap is being resolved. If the energy error falls somewhat faster than $h$ while the velocity error falls much more slowly, as with the spin--orbit gap above, the gap is still unresolved. Two remedies for an unresolved crossing are to follow band character, where it is well defined, and to add mesh points until (\ref{need}) is comfortably exceeded. A quantity built from velocities needs this test even when the energies already look converged.
